# Drag on a slow heavy ion in a degenerate electron gas, part 2

An ion of mass \(M\) moves with constant velocity \(\mathbf v\) through a uniform, unpolarised electron gas at zero temperature. What drag does the gas exert when the ion is slow? In atomic units, \(\hbar=m=e=1\), with length unit \(a_0\), an electron's momentum, velocity and wave vector are the same number. States are filled up to the Fermi momentum \(k_F\), which is also the Fermi speed \(v_F\), so the density is

\[
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}. \tag{1}
\]

Electrons move independently in a mean-field potential, made of the ion and its screening cloud; for an ion at rest it is spherical and short-ranged. With scattering amplitude \(f(k,\theta)\) and scattering angle \(\theta\), the drag for \(v\ll k_F\) is

\[
F=n\,k_F\,v\,\sigma_{tr}(k_F),\qquad
\sigma_{tr}(k)=\int(1-\cos\theta)\,|f(k,\theta)|^2\,d\Omega . \tag{2}
\]

In the ion's frame, the laboratory occupation \(f_0\) becomes a displaced Fermi sphere, \(g(\mathbf k)=f_0(|\mathbf k+\mathbf v|)\), and the force is

\[
\mathbf F=\frac{2}{(2\pi)^3}\int d^3k\; g(\mathbf k)\,k\,\mathbf k\,\sigma_{tr}(k). \tag{3}
\]

To first order in \(v\), with \(z\) along \(\mathbf v\),

\[
F_z=-\frac{k_F^4}{3\pi^2}\,v\,\sigma_{tr}(k_F)=-n\,k_F\,v\,\sigma_{tr}(k_F), \tag{5}
\]

and, for a fixed potential whose \(\sigma_{tr}\) is smooth at \(k_F\), the relative correction is

\[
\frac{\Delta F}{F}=\frac{v^2}{10k_F^2}\left[4+\frac{6k_F\sigma_{tr}'}{\sigma_{tr}}+\frac{k_F^2\sigma_{tr}''}{\sigma_{tr}}\right]. \tag{7}
\]

Without recoil, an electron that takes up momentum \(\mathbf q\) gains energy \(qv\mu\), where \(\mu\) is the cosine between \(\mathbf q\) and \(\mathbf v\).

The closing table also lists earlier checks. The test of the quadratic coefficient in (7) and the deep-electron test use \(k_F=1\), \(v=0.05\) and the cross-section \((1+k^2)^{-2}\); the second adds \(5e^{-(k/0.25)^2}\) to it. The golden-rule lines compare the drag with (2), with and without Pauli blocking, for the potential \(-e^{-r}/r\), speed 0.005 and density 0.18 per Å\(^3\). The lopsided target is two point scatterers with scattering lengths 0.8 and \(-1.7\), 1.3 apart on the \(z\) axis, at \(k=1\). Its push, per unit flux and momentum, averages to zero over all incoming directions.

**Q.** Everything now hangs on \(\sigma_{tr}\). If the potential is strong, how do you compute it?

**A.** From the phase shifts \(\delta_l\), which say how far the potential shifts the distant wave of angular momentum \(l\). The amplitude is

\[
f=\frac1k\sum_{l=0}^\infty(2l+1)\,a_l\,P_l(\cos\theta),\qquad a_l=e^{i\delta_l}\sin\delta_l .
\]

The part of \(\sigma_{tr}\) without the cosine uses \(\int_{-1}^1P_l^2\,dx=2/(2l+1)\), with \(x=\cos\theta\), and gives

\[
\int|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l(2l+1)|a_l|^2 .
\]

In the part with the cosine, the relation \((2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}\) shows that neighbouring \(l\) alone are coupled, with

\[
\int_{-1}^{1}xP_lP_{l+1}\,dx=\frac{2(l+1)}{(2l+1)(2l+3)} .
\]

Each neighbouring pair occurs twice in \(|f|^2\), as complex conjugates, so

\[
\int\cos\theta\,|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l(l+1)\,2\,\mathrm{Re}(a_l^*a_{l+1}).
\]

Now split \(2l+1\) into \((l+1)+l\) and relabel the second piece:

\[
\sum_l(2l+1)|a_l|^2=\sum_l(l+1)\left(|a_l|^2+|a_{l+1}|^2\right).
\]

The difference of the two parts is therefore a sum of squares, \((l+1)|a_l-a_{l+1}|^2\). Since \(a_l=(e^{2i\delta_l}-1)/2i\), we have

\[
|a_l-a_{l+1}|^2=\tfrac14\left|e^{2i\delta_l}-e^{2i\delta_{l+1}}\right|^2=\sin^2(\delta_l-\delta_{l+1}),
\]

and so

\[
\sigma_{tr}(k)=\frac{4\pi}{k^2}\sum_{l=0}^\infty(l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{8}
\]

Only differences of neighbouring phases enter. As a check, if \(\delta_0\) alone differs from zero, the scattering is isotropic, and (8) gives \(4\pi\sin^2\delta_0/k^2\), which is the full cross-section, as it should be.

**Q.** Phases need a potential, and a potential needs a charge state. Is the nitrogen ion in the metal singly charged, neutral, or what?

**A.** In this approach you need not decide. A metal screens the full nuclear charge \(Z\), by bound electrons and by the displaced gas together. That gives one condition on the phases.

Put the ion at the centre of a large sphere of radius \(B\), on which the wave functions vanish. Far from the ion the radial wave is \(\sin(kr-l\pi/2+\delta_l)\), so the levels satisfy

\[
kB-\frac{l\pi}{2}+\delta_l(k)=N\pi ,
\]

with \(N\) numbering the levels of that \(l\) from the lowest, bound ones included. Without the ion the same equation holds with \(\delta_l=0\). Up to a fixed \(k_F\), the ion therefore adds \(\delta_l(k_F)/\pi\) levels on average. Each holds two spins and occurs \(2l+1\) times. Neutrality requires the added electrons to balance \(Z\):

\[
Z=\frac2\pi\sum_l(2l+1)\,\delta_l(k_F). \tag{9}
\]

This is the Friedel sum rule. The phases must be absolute: they grow continuously from zero as the potential is switched on, and multiples of \(\pi\) may not be dropped. In (8) such multiples do not matter.

**Q.** One equation cannot fix a whole potential.

**A.** No. It fixes one parameter of an assumed shape. I take the Yukawa form

\[
V(r)=-\frac Zr\,e^{-\alpha r}
\]

and choose \(\alpha\) so that (9) holds. A smaller \(\alpha\) makes this potential more attractive at every distance, which raises every phase, so there is one solution. This is a model, not a self-consistent density-functional calculation, and its shape error has to be estimated separately.

**Q.** Then take a case someone would meet in a vacuum chamber.

**A.** Let a nitrogen ion of 1 keV enter aluminium, as in ion-beam nitriding. I use three electrons per atom and the rough value \(n=0.18\) per Å\(^3\). From (1),

\[
k_F=(3\pi^2\times0.18)^{1/3}=1.747\ \text{Å}^{-1},
\]

and the Fermi energy is \(E_F=11.62\) eV. The electron-to-ion mass ratio is \(3.92\times10^{-5}\). Since kinetic energy is half of mass times speed squared, the speed ratio is

\[
\frac{v}{v_F}=\sqrt{\frac{1000}{11.62}\times3.92\times10^{-5}}=0.058 .
\]

The ion is slow in the required sense, although it covers 1.17 Å per femtosecond.

**Q.** And the phases?

**A.** The sum rule with \(Z=7\) gives a screening length \(1/\alpha=0.310\) Å. The phases at \(k_F\) are

- \(\delta_0=4.6254\)
- \(\delta_1=1.9767\)
- \(\delta_2=0.0704\)
- \(\delta_3=0.0100\)
- \(\delta_4=0.0016\)

in radians. Up to \(l=4\), (9) reads

\[
\frac2\pi\,(4.6254+5.9301+0.3520+0.0700+0.0144)=6.998,
\]

and the higher waves bring it to 7.000.

The absolute values of the first two phases were tested by diagonalizing the radial equation in a sphere of radius \(20a_0\) and reading the phase from the level number. The largest difference was 0.0002 rad.

**Q.** A phase of 4.6 radians looks like too much. What is it counting?

**A.** The model potential has two bound \(s\) levels and no bound \(p\) level. The bound levels hold four electrons. The whole \(s\) contribution to (9) is \(2\times4.6254/\pi=2.94\), so the unbound \(s\) waves contribute \(-1.06\): below \(k_F\) there is about one unbound \(s\) electron fewer than without the ion. The \(p\) waves contribute \(6\times1.9767/\pi=3.78\), all of it from the moving gas. These are statements about this potential, not a measured charge state of nitrogen in aluminium.

**Q.** Put the phases into (8).

**A.** The prefactor is \(4\pi/k_F^2=12.566/3.051=4.119\) Å\(^2\). The terms of the sum are

\[
\begin{aligned}
l=0:&\quad \sin^2(2.6487)=0.224,\\
l=1:&\quad 2\sin^2(1.9063)=1.783,\\
l=2:&\quad 3\sin^2(0.0604)=0.011 .
\end{aligned}
\]

Their sum is 2.018, and

\[
\sigma_{tr}=4.119\times2.018=8.31\ \text{Å}^2 .
\]

Most of it comes from the \(l=1\) term. There the difference of the \(p\) and \(d\) phases, 1.9063, is not far from \(\pi/2\), where the squared sine is largest. The \(d\) phase is small, so this term mainly reflects strong scattering of the \(p\) wave. As a test of (8), the amplitude built from the same phases was squared and integrated over angle with the weight \(1-\cos\theta\). It gave the same 8.3125 Å\(^2\).

**Q.** Now the force.

**A.** To keep the units simple, note that \(k_Fv=k_F^2(v/v_F)\) and that \(k_F^2\) is \(2E_F\) in atomic units. Hence

\[
F=n\,\sigma_{tr}\,2E_F\,\frac{v}{v_F}
=0.18\times8.3125\times23.24\times0.0581=2.02\ \text{eV/Å},
\]

or 20.2 eV/nm. Because the drag is proportional to \(v\), it alone would make the speed decay exponentially, with a time constant \(Mv/F\) of about 840 fs.

**Q.** Would the Born approximation not have been good enough? It saves all this work with phases.

**A.** For the same potential it gives 28.0 Å\(^2\) instead of 8.3, and so a drag 3.4 times as large. The approximation requires small phases, and two of them exceed one radian. The law \(F=nk_Fv\sigma_{tr}\) survives strong scattering; a weak-scattering estimate of \(\sigma_{tr}\) does not.

**Q.** You dropped terms of higher order in speed, the temperature and the recoil. How large are they here?

**A.** First the speed. Integrating over the displaced sphere with the computed, energy-dependent cross-section, and with the potential held fixed, raises the drag by 0.024 per cent. Equation (7) gives the same figure. The change of the screening with speed is not included in it. For a weak charge in the same gas, linear response with the Lindhard function puts that change at about 0.3 per cent of the drag. At one hundredth of the Fermi speed the integral agreed with the linear law to better than one part in a hundred thousand, which tests (5) for this cross-section.

For the temperature, regard the thermal occupation as a weighted mixture of sharp spheres of radius \(K\), with weight \(-df_0/dK\). Each sphere contributes \(vK^4\sigma_{tr}(K)/3\pi^2\) by (5), so

\[
F(T)=\frac{v}{3\pi^2}\int_0^\infty\left(-\frac{df_0}{dK}\right)K^4\sigma_{tr}(K)\,dK. \tag{10}
\]

At 600 K, with the density and potential held fixed, this changes the drag by 0.0006 per cent. The thermal energy is tiny beside 11.62 eV. Recoil takes an energy \(q^2/2M\) out of the \(qv\mu\) that a collision with momentum transfer \(q\) would otherwise give to the electron. Because the Fermi edge is sharp on the scale of \(qv\), this lowers the drag by a fraction of order \(v_F/(Mv)\), the mass ratio divided by the speed ratio, which is about \(7\times10^{-4}\) here. None of these matters beside the uncertainty of the potential.

**Q.** How large is that uncertainty?

**A.** One measure is to change the shape and impose (9) again. The Hulthén potential,

\[
V(r)=-\frac{Z\alpha}{e^{\alpha r}-1},
\]

has the same Coulomb form near the nucleus and a different tail. With its own \(\alpha\) fitted to \(Z=7\), it gives 1.90 eV/Å, which is 6 per cent below the Yukawa value. Two shapes do not bound the error, but they show that quoting the drag to better than about a tenth would be unjustified.

**Q.** And if the ion passes through a region of different electron density?

**A.** With the Yukawa screening fitted anew each time and the ion's speed held fixed, a density 20 per cent lower gives 1.66 eV/Å, and one 20 per cent higher gives 2.38 eV/Å. The change is 18 per cent either way. At constant cross-section the factor \(nk_F\propto n^{4/3}\) would have raised the drag by 28 per cent in the denser gas. The computed rise is smaller, so \(\sigma_{tr}\) must have fallen, by the factor \(1.178/1.275=0.92\).

**Q.** Aluminium also has core electrons. Can the ion excite them?

**A.** Not by the mechanism treated here. The largest energy gain occurs when an electron at the Fermi surface meets the ion head-on and is turned round. In the ion's frame its speed is \(k_F+v\) before and after. In the laboratory it leaves with \(k_F+2v\), and the gain is

\[
\frac{(k_F+2v)^2-k_F^2}{2}=2v(k_F+v)=4E_F\,\frac{v}{v_F}\left(1+\frac{v}{v_F}\right)=2.86\ \text{eV}.
\]

The shallowest core level of aluminium lies roughly 70 eV below the Fermi level. A gas electron struck once therefore cannot go on to excite that level. A core electron struck directly by the ion moves faster and can gain more. With a typical momentum \(p\) of about 4.5 atomic units for the 2p shell, the same estimate \(2v(p+v)\) gives roughly 13 eV, still far below 70 eV. These estimates do not cover a close encounter in which the cores of the ion and of a host atom overlap.

**Q.** So a 1 keV nitrogen ion in aluminium loses about 2 eV per ångström, and I can work out its depth from that?

**A.** No. At this energy the ion loses more by knocking whole atoms aside, which the uniform gas does not contain. In a classical elastic collision at impact parameter \(b\), with deflection \(\Theta\) in the centre-of-mass frame, an atom of mass \(M_2\) at rest receives the energy

\[
T=\frac{4MM_2}{(M+M_2)^2}\,E\sin^2\frac\Theta2 ,
\]

where \(E\) is the ion's energy. With \(N\) atoms per unit volume, the mean loss per unit path is

\[
\left(\frac{dE}{dx}\right)_{\!n}=N\int_0^\infty T(b)\,2\pi b\,db .
\]

I computed the deflections in the universal Ziegler-Biersack-Littmark potential, with \(N=0.06\) per Å\(^3\). The loss is 13.9 eV/Å, or 6.9 times the electronic drag. As a test, the integral in its dimensionless form was 0.2966, against 0.2963 from the published fit to it. The electronic part is thus roughly an eighth of the total of about 16 eV/Å. The two must be added, and the nuclear part also deflects the ion, so a depth needs a treatment of the whole path.

**Q.** Then what is the electronic law good for in a deposition or etching process, and where would a real film break it?

**A.** It supplies the continuous electronic loss between atomic collisions. The parameters are close to the real case in two respects: aluminium has three valence electrons per atom that behave much like a free gas, and 0.18 per Å\(^3\) is near its valence density.

The assumption most plainly broken is uniformity. Neighbouring atoms in the face-centred cubic lattice of aluminium are only about 2.86 Å apart, and near each of them the electron density is far from uniform. A 20 per cent change of density moves the drag by 18 per cent in this model; close to a core the density changes by much more, and the model gives no number there.

A second break comes with success of the process. As nitrogen accumulates, the metal turns into aluminium nitride, an insulator with a gap of roughly 6 eV. The derivation needs empty states immediately above the filled ones, and an insulator has none. The largest gain of 2.86 eV found above is for the metal. The same free-electron estimate at the nitride's valence density, about 0.38 per Å\(^3\), gives 3.6 eV, which is still less than that gap. The linear law should therefore not be carried over from the metal to the nitride. How much drag remains there is a separate calculation. The values for the metal are collected in the numerical output below.

## Computed values

```
electron density: 0.18 per A^3
ion: charge 7, mass 14 u, energy 1000 eV
Fermi momentum: 1.7468 1/A
Fermi energy: 11.62 eV
Fermi speed: 20.22 A/fs
ion speed: 1.1740 A/fs
ion speed / Fermi speed: 0.0581
screening length 1/alpha: 0.3103 A
atomic spacing (density^-1/3): 2.55 A
bound levels in ion potential: s 2, p 0
phase l=0: 4.6254 rad
phase l=1: 1.9767 rad
phase l=2: 0.0704 rad
phase l=3: 0.0100 rad
phase l=4: 0.0016 rad
Friedel charge: 7.00000
transport cross-section: 8.3125 A^2
same by angular quadrature: 8.3125 A^2
friction coefficient: 0.7319 atomic units
electronic drag: 2.020 eV/A
electronic drag: 20.20 eV/nm
velocity damping time M/friction: 843.5 fs
largest box phase error: 0.00019 rad
sphere integral/linear law, v=0.01 vF: 0.999999
test quadratic coeff, formula: -0.4000
test quadratic coeff, integral: -0.3998
deep-electron change of drag: 2.7e-06
golden rule/formula, blocked: 0.99999
golden rule/formula, unblocked: 0.99999
collisions unblocked/blocked: 294.3
lopsided target, push from below: 13.5299 a0^2
lopsided target, push from above: -23.2794 a0^2
lopsided target, mean push: -5.2e-16 a0^2
finite-speed change: 0.024 %
quadratic estimate of it: 0.024 %
thermal change at 600 K: 0.0006 %
electron/ion mass ratio: 3.92e-05
drag, Hulthen potential: 1.902 eV/A
drag, density -20 %: 1.660 eV/A
drag, density +20 %: 2.380 eV/A
Born cross-section: 27.980 A^2
largest electron energy gain: 2.86 eV
reduced nuclear stopping: 0.2966 (fit 0.2963)
nuclear stopping: 13.92 eV/A
nuclear/electronic: 6.89
```
